# Band-structure energy of an empty-core metal in fcc, bcc and hcp

A metal consists of identical ions of valence $Z$, with volume $\Omega_0$ per ion and $N$ ions per primitive cell at positions $\boldsymbol\tau_j$. An electron feels each ion through a weak local pseudopotential $v(r)$. For an empty core of radius $r_c$, $v=-Z/r$ outside the core and $v=0$ inside. The ions are at rest, the temperature is zero, and Hartree atomic units are used ($\hbar=m=e^2=1$). The mean electron density is $n=Z/\Omega_0=k_F^3/3\pi^2$. The aim is to find which part of the energy depends on the arrangement of the ions at fixed $\Omega_0$, and to compare three structures.

## (a) The lattice potential

**Separate the Fourier components of the lattice potential into a factor for the arrangement and a factor for the ion. Which energy terms come from the zero component?**

Write $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Integrating over one cell of volume $N\Omega_0$, and using the sum over cells to extend the integral to all space, gives

$$V_{\mathbf G}=\frac{1}{N\Omega_0}\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_j}\int v(r)e^{-i\mathbf G\cdot\mathbf r}d^3r=S(\mathbf G)\,w(G),$$

$$S(\mathbf G)=\frac1N\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_j},\qquad w(q)=\frac1{\Omega_0}\int v(r)e^{-i\mathbf q\cdot\mathbf r}d^3r .$$

The empty-core potential is $-Z/r$ plus a repulsion $Z/r$ confined to $r<r_c$. By Poisson's equation, the first part transforms to $-4\pi Z/q^2$. The second gives

$$\int_0^{r_c}4\pi r^2\,\frac Zr\,\frac{\sin qr}{qr}\,dr=\frac{4\pi Z}{q}\int_0^{r_c}\sin qr\,dr=\frac{4\pi Z}{q^2}(1-\cos qr_c).$$

The sum is

$$w(q)=-\frac{4\pi Z}{\Omega_0q^2}\cos qr_c .$$

At $q=0$ the core part tends to $2\pi Zr_c^2$. Divided by $\Omega_0$ and multiplied by the $Z$ electrons per ion, it contributes $2\pi Z^2r_c^2/\Omega_0$. The divergent Coulomb parts of the zero component cancel by neutrality between electrons and ions. What remains is the energy $E_{\rm Ew}$ of point ions in a uniform background. Per ion,

$$E=Z\,e_{\rm gas}(n)+\frac{2\pi Z^2r_c^2}{\Omega_0}+E_{\rm Ew}+E_{\rm bs},$$

where $e_{\rm gas}$ is the energy per electron of the uniform gas and $E_{\rm bs}$ is the energy gained when the electrons respond to the components with $\mathbf G\ne0$. The first two terms depend on volume alone, so structures at equal volume differ through $E_{\rm Ew}+E_{\rm bs}$.

## (b) Independent electrons

**Find the second-order energy of independent electrons in a weak potential with components $U_{\mathbf G}$, $\mathbf G\neq0$.**

First order vanishes because a plane wave has uniform density. In second order, with a factor 2 for spin and $e_k=k^2/2$, the energy per volume is

$$\frac{E_2}{V}=2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\sum_{\mathbf G\ne0}\frac{|U_{\mathbf G}|^2}{e_{\mathbf k}-e_{\mathbf k+\mathbf G}}
=\frac12\sum_{\mathbf G\neq0}\chi_0(G)|U_{\mathbf G}|^2,$$

$$\chi_0(q)=4\,\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac1{e_{\mathbf k}-e_{\mathbf k+\mathbf q}} .$$

The denominator vanishes on a Bragg plane, and the principal value P needs a reason. If $\mathbf k$ and $\mathbf k+\mathbf G$ are both occupied, their shifts are opposite and cancel. This also holds for a nearly degenerate pair, since the two eigenvalues of its $2\times2$ matrix add up to the trace, which $U_{\mathbf G}$ does not change. Trouble is left where a Bragg plane cuts the Fermi surface and only one partner is occupied. That region has a width of order $|U|$ in two directions, and the energies there are wrong by order $|U|$, so the error is at most of order $|U|^3$. When $G=2k_F$, plane and sphere only touch. The region is then a thin disc around the point of contact, with a thickness of order $|U|$ and a radius of order $|U|^{1/2}$. Its volume is again of order $|U|^2$, so the same bound holds.

Put $\mathbf q$ along $z$. Then $e_{\mathbf k}-e_{\mathbf k+\mathbf q}=-q(k_z+q/2)$, and a slice of the Fermi sphere at $k_z=z$ has area $\pi(k_F^2-z^2)$. With $a=q/2$,

$$\chi_0=-\frac{4\pi}{8\pi^3q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-z^2}{z+a}dz .$$

Since $k_F^2-z^2=(k_F^2-a^2)-(z+a)(z-a)$, the integral equals

$$(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|-\int_{-k_F}^{k_F}(z-a)\,dz
=(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|+2ak_F .$$

The prefactor is $-1/(4\pi^2a)$. With $x=a/k_F=q/2k_F$,

$$\chi_0(q)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

## (c) Interacting electrons

**Include the interaction between the electrons without counting it twice, and obtain $E_{\rm bs}$.**

Use the density components $n_{\mathbf G}$ as variables. For independent electrons, the second-order energy per volume must have the form

$$\sum_{\mathbf G\ne0}\left[-\frac{|n_{\mathbf G}|^2}{2\chi_0}+\mathrm{Re}(U_{\mathbf G}^*n_{\mathbf G})\right].$$

The first term is the kinetic cost, positive because $\chi_0<0$. Its coefficient is fixed by part (b): the minimum lies at $n_{\mathbf G}=\chi_0U_{\mathbf G}$, with the value $-\tfrac12\chi_0|U_{\mathbf G}|^2+\chi_0|U_{\mathbf G}|^2=\tfrac12\chi_0|U_{\mathbf G}|^2$.

For interacting electrons the applied potential is $V_{\mathbf G}$. The Coulomb energy of the density wave adds $\tfrac12(4\pi/G^2)|n_{\mathbf G}|^2$. A local exchange-correlation energy adds $\tfrac12f|n_{\mathbf G}|^2$, where $f$ is the second derivative of its energy density with respect to $n$; its linear term vanishes because the density change integrates to zero. Each component then contributes

$$\tfrac12A|n_{\mathbf G}|^2+\mathrm{Re}(V_{\mathbf G}^*n_{\mathbf G}),\qquad A=-\frac1{\chi_0}+\frac{4\pi}{G^2}+f .$$

For $A>0$ the minimum is at $n_{\mathbf G}=-V_{\mathbf G}/A$ and equals $-|V_{\mathbf G}|^2/2A=\tfrac12\chi|V_{\mathbf G}|^2$, with

$$\chi(q)=-\frac1A=\frac{\chi_0}{1-(4\pi/q^2+f)\chi_0}.$$

Multiplying by $\Omega_0$ and inserting $V_{\mathbf G}=S(\mathbf G)w(G)$ gives the energy per ion:

$$\boxed{E_{\rm bs}=\sum_{\mathbf G\ne0}|S(\mathbf G)|^2F(G),\qquad F(q)=\frac{\Omega_0}{2}\,w(q)^2\chi(q)}$$

The energy-wavenumber characteristic $F$ contains the ion and the density. The arrangement enters through $|S|^2$ and the set of $\mathbf G$.

With Hartree screening, $f=0$, define $\varepsilon=1-4\pi\chi_0/q^2$. Then $\chi=\chi_0/\varepsilon$ and $\chi_0=-q^2(\varepsilon-1)/4\pi$, so

$$F(q)=-\frac{\Omega_0q^2}{8\pi}\,w(q)^2\,\frac{\varepsilon-1}{\varepsilon}.$$

One power of $\varepsilon$ appears, although the electrons move in the screened potential $V/\varepsilon$. Their one-electron energies sum to $\tfrac12\chi_0|V|^2/\varepsilon^2$. This counts the Coulomb energy twice, so $\tfrac12(4\pi/q^2)\chi_0^2|V|^2/\varepsilon^2$ must be subtracted. The difference is $\tfrac12\chi_0|V|^2(1-4\pi\chi_0/q^2)/\varepsilon^2=\tfrac12\chi_0|V|^2/\varepsilon$, as found above.

## (d) The shape of the characteristic

**Find the sign, the first zero and the limits of $F$ for the empty core with Hartree screening.**

Inserting $w$ gives

$$F(q)=\frac{8\pi^2Z^2}{\Omega_0q^4}\cos^2(qr_c)\,\chi(q)\le0 .$$

Each shell of $\mathbf G$ lowers the energy or leaves it unchanged. The first zero is at $q=\pi/2r_c$; a shell there gains nothing.

For small $q$, $\chi_0$ tends to a constant and $\chi\to-q^2/4\pi$, so $F\to-2\pi Z^2/\Omega_0q^2$. Point ions repel with the energy $+2\pi Z^2|S|^2/\Omega_0q^2$ per ion in each Fourier component. The two cancel at leading order: the electrons screen the long-range repulsion of the ions.

For large $q$, the expansion $\ln\frac{x+1}{x-1}=2\left(\frac1x+\frac1{3x^3}+\dots\right)$ gives

$$\frac12+\frac{1-x^2}{2x^2}\left(1+\frac1{3x^2}+\dots\right)=\frac1{3x^2}+\dots$$

Hence $\chi\to-4k_F^3/(3\pi^2q^2)=-4n/q^2$ and

$$F\to-\frac{32\pi^2Z^3}{\Omega_0^2}\frac{\cos^2qr_c}{q^6}.$$

Reciprocal vectors have density $N\Omega_0/8\pi^3$, and $|S|^2$ averages to $1/N$ over many of them. The remote part of the sum therefore approaches $(\Omega_0/2\pi^2)\int q^2F\,dq$, which is the same for all structures.

At $q=2k_F$, the term $(1-x)\ln|1-x|$ in $\chi_0$ leaves $F$ finite but makes its slope diverge, unless $w$ vanishes there.

## (e) Structure factors and ion-ion energy

**Find $|S|^2$ for the three structures and a convergent expression for $E_{\rm Ew}$.**

The primitive cells of fcc and bcc hold one ion, so $|S|^2=1$ for every $\mathbf G$ of their lattices. The hcp cell has ions at $(0,0,0)$ and $(\frac13,\frac23,\frac12)$. For indices $hkl$, $S=\frac12(1+e^{-i\phi})$ with $\phi=2\pi(h+2k)/3+\pi l$, and $|S|^2=\cos^2(\phi/2)$:

- If $h+2k$ is a multiple of 3, $|S|^2=1$ for even $l$ and 0 for odd $l$.
- Otherwise, $|S|^2=\frac14$ for even $l$ and $\frac34$ for odd $l$.

For the ions, split $1/r=\mathrm{erfc}(\eta r)/r+\mathrm{erf}(\eta r)/r$. The first part is summed over the distances $R$ from one ion to all others. The second has the transform $4\pi e^{-q^2/4\eta^2}/q^2$ and is summed over $\mathbf G\neq0$. That sum includes the ion's interaction with itself, $\mathrm{erf}(\eta r)/r\to2\eta/\sqrt\pi$ at $r=0$, which is removed. The background cancels the mean of the first part, $\Omega_0^{-1}\int_0^\infty4\pi r\,\mathrm{erfc}(\eta r)\,dr=\pi/\Omega_0\eta^2$. With a factor $\frac12$ for pairs,

$$E_{\rm Ew}=\frac{Z^2}2\left[\sum_{R\ne0}\frac{\mathrm{erfc}(\eta R)}R+\frac{4\pi}{\Omega_0}\sum_{\mathbf G\ne0}|S|^2\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac\pi{\Omega_0\eta^2}\right].$$

The ions within each of these structures are equivalent, so any one may serve as origin. The result does not depend on $\eta$, which only divides the same interaction between two sums.

## (f) A model metal

**Compare fcc, bcc and hcp with ideal $c/a=\sqrt{8/3}$ for $Z=3$, $r_c=1.1$ bohr and a density parameter $r_s=2$ bohr, using Hartree screening.**

These are round model values. From $n=3/(4\pi r_s^3)$ follow $\Omega_0=100.53$ bohr³, $k_F=0.9596$ bohr⁻¹ and $E_F=460$ mHa. The first zero of $F$ is at 1.428 bohr⁻¹, and $2k_F=1.919$ bohr⁻¹.

Take the second fcc shell, $q=1.7025$ bohr⁻¹. Here $\cos qr_c=-0.2974$, so

$$w=\frac{4\pi\cdot3\cdot0.2974}{100.53\cdot1.7025^2}=0.0385\ \text{Ha}.$$

With $x=0.887$, part (b) gives $\chi_0=-0.0651$ and hence $\varepsilon=1.282$. Then

$$F=-\frac{100.53\cdot1.7025^2}{8\pi}\,(0.0385)^2\,\frac{0.282}{1.282}\approx-3.78\ \text{mHa},$$

and the six vectors of the shell contribute $-22.65$ mHa. The lowest shells are:

| Structure | $q$ (bohr⁻¹) | Vectors | $\lvert S\rvert^2$ | Energy (mHa) |
|---|---:|---:|---:|---:|
| fcc | 1.474 | 8 | 1 | −1.63 |
| fcc | 1.703 | 6 | 1 | −22.65 |
| bcc | 1.517 | 12 | 1 | −7.98 |
| bcc | 2.145 | 6 | 1 | −30.48 |
| hcp | 1.390 | 6 | 1/4 | −0.25 |
| hcp | 1.474 | 2 | 1 | −0.41 |
| hcp | 1.573 | 12 | 3/4 | −13.77 |
| hcp | 2.026 | 12 | 1/4 | −16.43 |

The first shell of each structure lies near the zero of $F$ and gains little for its number of vectors. The full energies come from summing all $\mathbf G$ up to 40 bohr⁻¹ and adding the tail integral of part (d). In mHa per ion:

| Structure | $E_{\rm bs}$ | from $q<2k_F$ | from $q>2k_F$ | $E_{\rm Ew}$ |
|---|---:|---:|---:|---:|
| fcc | −139.45 | −24.29 | −115.16 | −2795.24 |
| bcc | −135.56 | −7.98 | −127.59 | −2795.41 |
| hcp | −138.42 | −14.43 | −124.00 | −2795.13 |

Relative to fcc,

$$\Delta E_{\rm bcc}=3.88-0.17=3.71\ \text{mHa}\ (101\ \text{meV}),$$
$$\Delta E_{\rm hcp}=1.02+0.11=1.13\ \text{mHa}\ (31\ \text{meV}).$$

The order is fcc, hcp, bcc. The Ewald energy alone would put bcc lowest, but its differences are small here and the band-structure energy outweighs them.

The lowest shells do not settle the comparison by themselves. Below $2k_F$, bcc loses 16.3 mHa against fcc; above $2k_F$ it regains 12.4 mHa. For hcp the corresponding figures are 9.9 and 8.8 mHa. The structural energy is a small remainder of larger terms, so the sum must be carried well beyond $2k_F$.

## (g) How firm is the order?

**Vary the core radius, the screening and the axial ratio at the same volume, and state the limits of the result.**

*Core radius.* Changing $r_c$ moves the zeros of $F$ and leaves $E_{\rm Ew}$ unchanged. The total energies relative to fcc, in mHa per ion, are:

| $r_c$ (bohr) | bcc | hcp |
|---:|---:|---:|
| 0.9 | 0.26 | −0.09 |
| 1.0 | 1.65 | 0.35 |
| 1.1 | 3.71 | 1.13 |
| 1.2 | 6.20 | 2.15 |
| 1.3 | 8.79 | 3.27 |

At 0.9 bohr hcp is lowest, by less than 0.1 mHa. Within this second-order model, valence and volume alone therefore do not fix the order of the structures.

*Screening.* The local exchange potential of a uniform gas is $-(3n/\pi)^{1/3}=-k_F/\pi$. Since $dk_F/dn=k_F/3n=\pi^2/k_F^2$, the exchange kernel is $f=-\pi/k_F^2$. Because $|\chi_0|\le k_F/\pi^2$, the product $|f\chi_0|$ is at most $1/\pi k_F=0.33$, so $A$ stays positive. The negative $f$ makes the gas respond more strongly. At $r_c=1.1$ bohr the differences rise to 5.29 mHa for bcc and 1.67 mHa for hcp. The order stays, but the values change by roughly 40 to 50 percent of their Hartree-screened size. Correlation is absent from both treatments of the response.

*Axial ratio.* Symmetry does not fix $c/a$ in hcp. With Hartree screening and $r_c=1.1$ bohr, the energies above fcc for $c/a=1.50$, 1.55, 1.60, 1.65, 1.70 and 1.75 are 2.41, 1.72, 1.28, 1.10, 1.18 and 1.53 mHa. The lowest of these, at 1.65, is only 0.03 mHa below the ideal structure, so relaxing $c/a$ within this range does not bring hcp below fcc.

*Higher orders.* The expansion requires the screened components $w/\varepsilon$ to be small compared with $E_F$. The largest in the shells examined is 54 mHa, at $q=2.408$ bohr⁻¹, or about 12 percent of $E_F$. Small components do not by themselves make the third order small, because it sums over many pairs of reciprocal vectors. For $r_c=1.1$ bohr and Hartree screening, an estimate by plane-wave diagonalization in the screened potential, with occupations smeared by 0.025 to 0.035 Ha, gives a third-order energy near $+59$ mHa per ion for fcc and hcp and $+57$ mHa for bcc. This is about 40 percent of $|E_{\rm bs}|$ and far above the structural differences. Most of it is common to the three structures, but the remainder is not negligible. It lowers bcc against fcc by roughly 2.5 to 3 mHa and hcp by 0.2 to 0.5 mHa. These shifts are not converged with respect to smearing and $k$ mesh, and the first is of the size of $\Delta E_{\rm bcc}$ itself. The order found here is thus a second-order result for this model. It also leaves out nonlocal pseudopotentials, lattice vibrations and any difference in equilibrium volume.

All numerical values are calculated from the stated model.
